Optimum Grazing Angle for Infrared Reflection-Absorption on a Real Metal

**A mirror that stores energy but absorbs none**

Let p-polarised light fall from vacuum at an angle θ from the surface normal, and write g = cos θ, s = sin θ and k = ω/c. Fields vary as exp(−iωt). The metal is described by its surface impedance ζ, the ratio of tangential electric to tangential magnetic field at the surface, in units of the vacuum impedance Z₀.

Suppose first that ζ = −iξ, with ξ small and positive. The magnetic reflection amplitude, derived below, is

r = (g − ζ)/(g + ζ) = (g + iξ)/(g − iξ).

Its modulus is one, so the bare metal reflects everything at every angle. Its phase is not constant, however. The normal electric field just outside the surface, relative to the incident field, is

s|1 + r| = 2gs/|g − iξ|.

At moderate angles this is close to 2s. Once g falls below ξ, the incident and reflected normal fields begin to cancel.

A thin film absorbs in proportion to the square of this field. The incident power per unit surface area is proportional to g, so the absorbed fraction varies as

(1/g) · 4g²s²/(g² + ξ²) = 4gs²/(g² + ξ²).

Near grazing s² ≈ 1, and g/(g² + ξ²) is largest at g = ξ. This gives the first estimate:

cos θ ≈ |ζ|.

For a metal with |ζ| = 0.033 the angle is about 88.1°. A real metal also has a resistive part of ζ. It lowers the reflectance and moves the optimum, so the film and metal losses must be treated together.

**Impedance of the metal and the film**

Let z be depth into the metal and let all fields vary along the surface as exp(iksx). The nonzero fields are E_x, E_z and H = H_y. In a medium of dielectric function ε, Maxwell's equations give

E_z = −(s/ε)Z₀H
∂E_x/∂z = ikZ₀H + iksE_z = ik(1 − s²/ε)Z₀H
∂(Z₀H)/∂z = ikεE_x.

Differentiating ζ(z) = E_x/(Z₀H) therefore gives

dζ/dz = ik(1 − s²/ε) − ikεζ².

Deep, uniform metal has constant ζ, so

ζ = √(ε − s²)/ε ≈ 1/√ε for |ε| ≫ 1.

The root with positive real part describes absorption. Write it as

ζ = ρ − iξ, m = |ζ|, p = ρ/m.

At the surface, an incident magnetic amplitude of 1 carries tangential electric field gZ₀; the reflected amplitude r carries −grZ₀. Hence ζ = g(1 − r)/(1 + r), which gives the r used above and 1 + r = 2g/(g + ζ).

Now add an isotropic film of thickness d and dielectric function ε_f. Its top lies at smaller z than the metal surface, so to first order in d

ζ_top = ζ − ikd(1 − s²/ε_f) + ikdε_fζ².

The fair comparison is with a vacuum layer of equal thickness, which changes only the phase of r. Subtracting the same expression with ε_f = 1 gives

δζ = −ikds²(1 − 1/ε_f) + ikd(ε_f − 1)ζ².

The second term comes from the tangential field and carries the small factor ζ². It is dropped here and sized below.

**Reflectance loss**

Define L = Im(−1/ε_f) and χ′ = Re(1 − 1/ε_f). Then

δζ = kds²(L − iχ′).

Thus an absorbing film adds resistance to the surface. Differentiating r with respect to ζ gives

δr = −2gδζ/(g + ζ)².

The loss ΔR = R₀ − R, where R₀ = |r|² belongs to the bare metal, is

ΔR = −2Re(r*δr)
= 4g Re[δζ(g − ζ*)/((g + ζ*)(g + ζ)²)]
= 4g Re[δζ(g² − ζ*²)]/|g + ζ|⁴.

The last line follows on multiplying numerator and denominator by g + ζ*. Since

g² − ζ*² = g² − ρ² + ξ² − 2iρξ,

the result is

ΔR = 4kds²g[L(g² − ρ² + ξ²) − 2ρξχ′]/|g + ζ|⁴.

The L term is the absorptive signal; the χ′ term is dispersive. The optimum law below uses the L term.

To see the balance of losses, return to the film alone. Continuity of the normal displacement makes its absorbed power per area ½ωε₀dL|E_z|², where E_z is the field outside. Dividing by the incident power ½ε₀cg|E_i|² gives

A_film = 4kdLs²g/|g + ζ|².

The absorptive part of ΔR equals A_film multiplied by

(g² − ρ² + ξ²)/|g + ζ|² = 1 − 2ρ(g + ρ)/|g + ζ|².

By energy conservation, the subtracted part is a reduction of absorption in the metal. The correct weight is therefore not R₀. For real ζ it is r itself, which is negative when g < ζ: the power entering the substrate then falls by more than the film absorbs, and the band is inverted. Real ζ describes a transparent high-index dielectric, not a metal. Since ζ² ≈ 1/ε, a metal with Re ε < 0 has ρ < ξ, and its weight stays positive at every angle.

**Optimum angle**

Set g = xm and C = 2p² − 1, so that ρ² − ξ² = Cm². With s² ≈ 1,

ΔR ≈ (4kdL/m)f(x)
f(x) = x(x² − C)/(x² + 2px + 1)².

Setting the derivative to zero gives

(3x² − C)(x² + 2px + 1) = 4x(x² − C)(x + p).

The left side expands to

3x⁴ + 6px³ + (3 − C)x² − 2pCx − C,

and the right side to

4x⁴ + 4px³ − 4Cx² − 4pCx.

Subtracting left from right, and using 1 + C = 2p², gives

q(x) = x⁴ − 2px³ − 6p²x² − 2p(2p² − 1)x + (2p² − 1) = 0.

The slope of f has the sign of −q. For a mainly reactive metal, C < 0, there is one positive root. To show this, write

q = x³(x − 2p) − 6p²x² + |C|(2px − 1).

For 0 < x ≤ p this is negative, because 2px − 1 ≤ 2p² − 1 < 0. Furthermore,

d(q/x²)/dx = 2[x³(x − p) + |C|(1 − px)]/x³.

This is positive for p < x ≤ 1/p. It remains positive for x > 1/p, since x³ > 1, |C| ≤ 1 and

(x − p) − (px − 1) = (1 − p)(x + 1) > 0.

So q crosses zero once, from negative to positive, and f has one maximum.

Two formal limits of the quartic are simple:

- For p = 0, the equation is x⁴ = 1, so x = 1, as in the opening case.
- For p = 1, put u = x + 1/x. The equation becomes u² − 2u − 8 = 0. The root u = 4 gives the maximum at x = 2 + √3 ≈ 3.73. This case is a transparent dielectric. A metal with Re ε < 0 has p < 1/√2; at p = 1/√2 the equation reduces to x² − √2x − 3 = 0, so for such metals x lies between 1 and (√2 + √14)/2 ≈ 2.58.

For small p, q(1) = −4p² − 4p³ and q′(1) ≈ 4 − 4p. One Newton step gives

x ≈ 1 + p² + 2p³.

Weighting A_film by R₀ would give a different answer. For real ζ that product varies as x(x − 1)²/(x + 1)⁴. Its logarithmic derivative vanishes when x² − 6x + 1 = 0, which gives two equal maxima, at x = 3 + 2√2 ≈ 5.83 and x = 3 − 2√2 ≈ 0.17, because the product is unchanged under x → 1/x. The correct weight gives a single maximum at 3.73 and an inverted band for x < 1. For the mainly reactive metal below the two weightings differ far less, 88.1° against 87.9°.

**A 1 nm silica-like film on a platinum-like metal**

The metal is a Drude conductor with plasma energy 5.0 eV and damping 0.080 eV. The film is a single oscillator with transverse and longitudinal optical wavenumbers 1075 and 1250 cm⁻¹, width 60 cm⁻¹ and high-frequency permittivity 2.10. These are rough typical values. The wavenumber is held at 1250 cm⁻¹, where the single-oscillator form gives

L = (1250² − 1075²)/(2.10 × 60 × 1250) = 2.58.

The metal index is 7.18 + 29.54i. Its inverse gives

ζ = 0.00777 − 0.03197i, m = 0.0329, p = 0.236.

The quartic root is x = 1.099; the small-p formula gives 1.082. Therefore

cos θ = 1.099 × 0.0329 = 0.0362, θ = 87.9°.

The normal field there is 1.33 times the incident field, less than the factor near 2 of an ideal mirror. The signal still gains from the larger illuminated area, the 1/g factor. With f = 0.310 and k = 7.854 × 10⁻⁴ rad/nm,

ΔR ≈ (4 × 7.854 × 10⁻⁴ × 1 × 2.583/0.0329) × 0.310 ≈ 0.076.

The bare reflectance is 0.619 at this angle. From r,

R₀ = (x + 1/x − 2p)/(x + 1/x + 2p),

which is smallest at x = 1, with value (1 − p)/(1 + p) ≈ 0.618. This minimum lies at 88.1°; beyond it the reflectance rises again. The weight multiplying A_film in the absorptive term is 0.77 at the optimum. The dispersive term is also a change of absorption in the metal; with it included, reduced metal loss cancels about 27 % of the film absorption.

**Comparison with the full layered solution**

For finite thickness, the field equations in the film have sine and cosine solutions. With q_f = √(ε_f − s²), η = q_f/ε_f and δ = kq_fd, they give

ζ_top = (ζ cos δ − iη sin δ)/(cos δ − i(ζ/η) sin δ).

Using this with ζ = √(ε − s²)/ε gives a loss of 6.75 % of the incident power at the law's angle, against 7.63 % from the absorptive law. The dispersive term lowers the estimate by about 4.5 %, and finite thickness lowers the corrected estimate by a further 7.3 %. The tangential term changes the loss by only about 0.005 % of itself at this wavenumber. At the transverse wavenumber 1075 cm⁻¹, where |ε_f| is large and L is small, it changes the first-order loss at the same angle by about 8 %.

The full optimum is 87.6°, with a loss of 6.79 %. It is broad: the signal exceeds 90 % of its maximum from 85.8° to 88.7°. At 80° the loss is 3.60 %, about half the maximum, and at 45° it is 0.55 %. For a 5 nm film, with the other parameters fixed, the optimum moves to about 87.05°.

These figures assume fixed incident power and noise independent of the light. If ΔR/√R₀ is maximised instead, as for shot noise, the angle is 87.8°; for ΔR/R₀ it is about 87.9°. The choice of noise measure matters little for this metal.

**What a real measurement changes**

The model is a rough guide to the best angle for silica on platinum. The size of the loss is less certain, because L at the longitudinal frequency is inversely proportional to the assumed oscillator width. Real platinum is not a pure Drude metal, and silica has several vibrational bands. The single oscillator has a static permittivity of 2.10 × (1250/1075)² ≈ 2.8, well below silica's rough value of 3.9, because other vibrations are omitted. Doubling the Drude damping moves the full optimum from 87.6° to 86.4°. Electron scattering at the surface has a smaller effect. A rough Fermi speed of 10⁶ m/s divided by the 43 nm field decay length sets a damping scale of 15 meV. Adding all of it would move the optimum only to 87.4°, and this is an overestimate: diffuse scattering adds about a third of that scale.

Real beams are neither perfectly parallel nor unlimited by the sample. For rays spread uniformly over ±2° in the plane of incidence, the best central angle is 86.9° and the mean loss is 6.35 %.

The footprint can matter more. A beam of width w, with uniform intensity across that width, covers a length w/g. If the sample length L_s is shorter, and light that misses it gives no signal, the useful loss is multiplied by gL_s/w. In this regime the signal varies as xf(x), whose slope has the sign of

2px³ + (2 + C)x² − C.

This is positive for −1 ≤ C ≤ 0, so the signal improves as g increases until the sample intercepts the whole beam. With s² ≈ 1, the optimum is therefore

cos θ = max(xm, w/L_s).

This holds while w/L_s is small. For the metal and film used here, the factor s² ends the gain at cos θ ≈ 0.27, so a sample too short to intercept the whole beam there is best used at about 74°.

For a parallel 2 mm beam on a 20 mm sample, w/L_s = 0.1 and the best angle is 84.3°, with a loss of 5.26 %. Keeping the plane-wave angle of 87.6° would leave only about 41 % of the beam on the sample and a useful loss near 2.8 %.

The law cos θ = xm thus applies to a thin film on a metal with m ≪ 1, a well-collimated beam and a sample long enough to intercept it. Because it rests on the L term alone, it also needs a wavenumber at which the dispersive term is small, 2ρξ|χ′| ≪ L(g² − ρ² + ξ²), as it is at the loss peak used here. Finally, it needs kdL ≪ |g + ζ|; here the ratio of these two is 0.0020/0.054, or about 4 %. Because the maximum is flat, such small corrections shift the optimum by more than their size suggests: the full optimum cos θ lies about 8 % above xm for a vanishingly thin film, 14 % above it for 1 nm and 42 % above it for 5 nm. The remaining values are in the numerical output.

Calculated quantities

```
Drude plasma energy 5.0 eV, damping 0.080 eV
film TO, LO, width 1075, 1250, 60 cm^-1
film high-frequency permittivity 2.10 (no unit)
film thickness 1.0 nm
vacuum wavenumber k 7.8540e-04 rad/nm
metal permittivity -820.9 + 424.2 i (no unit)
metal index 7.18 + 29.54 i (no unit)
impedance 0.00777 - 0.03197 i (no unit)
impedance modulus m 0.03290, p 0.2363 (no unit)
quartic root x 1.0990 (no unit)
small-p estimate of x 1.0822 (no unit)
optimum cosine 0.03615 (no unit)
optimum angle, law 87.93 deg from normal
optimum elevation, law 2.07 deg from surface
film loss function at LO 2.583 (no unit)
normal field / incident field 1.330 (no unit)
bare reflectance at law optimum 0.6188 (no unit)
peak loss, absorptive law 7.632 % of incident
same angle, layered 6.753 % of incident
optimum angle, layered 87.63 deg
peak loss, layered 6.792 % of incident
90 % signal window 85.84 to 88.69 deg
bare reflectance minimum 0.6175 at 88.11 deg
at 45.0 deg: R0 0.9570, loss 0.546 %
at 60.0 deg: R0 0.9399, loss 1.132 %
at 75.0 deg: R0 0.8882, loss 2.521 %
at 80.0 deg: R0 0.8407, loss 3.599 %
at 85.0 deg: R0 0.7296, loss 5.650 %
at 88.0 deg: R0 0.6180, loss 6.730 %
at 89.0 deg: R0 0.6726, loss 5.471 %
at 89.5 deg: R0 0.7902, loss 3.615 %
optimum for loss/sqrt(R0) 87.78 deg
optimum for loss/R0 87.85 deg
optimum of film absorption times R0 88.13 deg
dispersive change -4.54 % of loss
tangential change 0.005 % of loss
finite-thickness change -7.31 % of loss
optimum for 5 nm film 87.05 deg
metal field decay length 43.1 nm
assumed Fermi speed 1.0e+06 m/s
surface-scattering damping scale 15.3 meV
optimum with that damping added 87.43 deg
optimum with Drude damping doubled 86.43 deg
beam half-angle 2.0 deg
optimum central angle with beam spread 86.94 deg
mean loss with beam spread 6.353 %
beam width 2.0 mm, sample length 20.0 mm
footprint-limited optimum 84.26 deg
loss at footprint optimum 5.261 %
```
